\section*{Band-edge mass of a massive Dirac monolayer}

\section*{The model}

A semiconducting monolayer has its band edges in two valleys, labelled $\tau=+1$ and $\tau=-1$. Near the edge of either valley two bands are kept, and the electron energies are the eigenvalues of
\begin{equation}
H(\mathbf k)=a t\,(\tau k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\,\sigma_z .
\label{eq:H}
\end{equation}
Here $\mathbf k=(k_x,k_y)$ is the wave vector measured from the band edge, $k=|\mathbf k|$, $a$ is the lattice constant, $\Delta>0$ is an energy, and $\sigma_x,\sigma_y,\sigma_z$ are the Pauli matrices acting on the two band-edge states. The effective hopping $t>0$ is defined by this Hamiltonian: the coefficient of the terms linear in $\mathbf k$ is $at$. Spin splitting, all other bands, and terms of second and higher order in $\mathbf k$ are left out of $H$. The free-electron mass is $m$.

The parameters are $\Delta=1.66$ eV, $t=1.10$ eV and $a=3.193$ \AA. The constant $\hbar^2/m=7.6200$ eV\,\AA$^2$ may be used.

\section*{Part (a)}

\textbf{Question.} Find the two energy bands, and show that $\Delta$ is the band gap.

\textbf{Answer.} Written out, the Hamiltonian is
\begin{equation}
H=\begin{pmatrix}\Delta/2 & c\\ c^* & -\Delta/2\end{pmatrix},
\qquad c=at(\tau k_x-ik_y).
\end{equation}
It is convenient to square it. The upper right element of $H^2$ is $(\Delta/2)c+c(-\Delta/2)=0$, and the lower left element vanishes in the same way. Both diagonal elements equal $\Delta^2/4+|c|^2$. Since $\tau^2=1$,
\begin{equation}
|c|^2=a^2t^2(\tau^2k_x^2+k_y^2)=a^2t^2k^2 .
\end{equation}
Thus $H^2$ is a number times the unit matrix, and every eigenvalue $E$ of $H$ obeys $E^2=\Delta^2/4+a^2t^2k^2$. The trace of $H$ is zero, so the two eigenvalues add to zero and one of each sign occurs:
\begin{equation}
E_\pm(k)=\pm\sqrt{\frac{\Delta^2}{4}+a^2t^2k^2}.
\label{eq:bands}
\end{equation}
The bands depend neither on the valley nor on the direction of $\mathbf k$. The square root grows with $k$, so the conduction band $E_+$ has its minimum, $+\Delta/2$, at $k=0$, and the valence band $E_-$ has its maximum, $-\Delta/2$, at the same point. The difference is the gap, $\Delta$.

\section*{Part (b)}

\textbf{Question.} The band-edge mass $m^*$ of the conduction band is defined by $E_+=\Delta/2+\hbar^2k^2/(2m^*)$ to second order in $k$. Derive it. What is the mass of a hole at the valence-band edge?

\textbf{Answer.} Take $\Delta/2$ out of the square root in \eqref{eq:bands}:
\begin{equation}
E_+=\frac{\Delta}{2}\sqrt{1+x},\qquad x=\frac{4a^2t^2k^2}{\Delta^2}.
\end{equation}
For $x\ll1$, that is for $atk\ll\Delta/2$, use $\sqrt{1+x}=1+x/2-x^2/8+\dots$:
\begin{equation}
E_+=\frac{\Delta}{2}+\frac{a^2t^2k^2}{\Delta}-\frac{a^4t^4k^4}{\Delta^3}+\dots
\label{eq:expansion}
\end{equation}
The $k^2$ term must equal $\hbar^2k^2/(2m^*)$. Hence $\hbar^2/(2m^*)=a^2t^2/\Delta$, or
\begin{equation}
m^*=\frac{\hbar^2\Delta}{2a^2t^2}.
\label{eq:mass}
\end{equation}

In the valence band $E_-=-E_+$, so the curvature has the opposite sign. A hole is made by removing an electron of energy $E_-$, which costs the energy $-E_-=\Delta/2+\hbar^2k^2/(2m^*)+\dots$. The hole therefore has the positive mass \eqref{eq:mass} as well.

The $k^2$ term can be read as level repulsion. At $k=0$ the two states are $\Delta$ apart. A small $\mathbf k$ couples them with a matrix element of squared size $a^2t^2k^2$, and second-order perturbation theory pushes the upper level up by $a^2t^2k^2/\Delta$. A wider gap weakens this repulsion, flattens the band and raises the mass. In the opposite limit $\Delta\to0$ the mass tends to zero, but so does the range $k\ll\Delta/(2at)$ in which it is defined. At $\Delta=0$ the band is $E_+=atk$, which has no parabolic part.

The equality of electron and hole masses belongs to the model. If a term $\gamma k^2$ times the unit matrix is added to $H$, both energies shift by $\gamma k^2$, and the coefficients of $k^2$ become
\begin{equation}
\frac{\hbar^2}{2m_{\rm electron}}=\frac{a^2t^2}{\Delta}+\gamma,\qquad
\frac{\hbar^2}{2m_{\rm hole}}=\frac{a^2t^2}{\Delta}-\gamma .
\end{equation}
A term $\gamma' k^2\sigma_z$ would instead add $\gamma'$ to both coefficients, and so change the common mass itself. Such terms are of the same order as the one that gives the mass, so leaving them out is an assumption about the material and does not follow from $k$ being small. For scale, the free-electron term $\hbar^2k^2/2m$, one contribution to $\gamma$, has the coefficient $3.81$ eV\,\AA$^2$, against $a^2t^2/\Delta=7.43$ eV\,\AA$^2$.

\section*{Part (c)}

\textbf{Question.} Show that for the given parameters the band-edge mass is about $0.51$ electron masses. How many figures does the result deserve if $t$ is known to the nearest $0.01$ eV?

\textbf{Answer.} Divide \eqref{eq:mass} by $m$, so that the constants appear in the combination $\hbar^2/m$:
\begin{equation}
\frac{m^*}{m}=\frac{\hbar^2}{m}\,\frac{\Delta}{2a^2t^2}.
\end{equation}
The coupling is $at=3.193\times1.10=3.5123$ eV\,\AA, and its square is $a^2t^2=12.336$ eV$^2$\,\AA$^2$. Then
\begin{equation}
\frac{m^*}{m}=\frac{7.6200\ \text{eV\,\AA}^2\times1.66\ \text{eV}}{2\times12.336\ \text{eV}^2\,\text{\AA}^2}=0.513 .
\end{equation}
The units cancel, as they must in a ratio of masses. In grams, $m^*\approx4.7\times10^{-28}$ g.

Since $m^*\propto t^{-2}$, a small change $\delta t$ changes the mass by the fraction $-2\,\delta t/t$. For $\delta t=0.005$ eV this has the size $2\times0.005/1.10\approx0.9\%$, or about $0.005\,m$. The mass thus lies between $0.508\,m$ and $0.517\,m$: the third figure is not fixed, and the second only to within one unit, so $m^*\approx0.51\,m$ is as much as can be said. This counts the rounding of $t$ alone, not the error of the model. The parameters are a fit for monolayer MoS$_2$, where the omitted spin splitting shifts the gap by about $\pm0.075$ eV; since $m^*\propto\Delta$, this gives $0.49\,m$ or $0.54\,m$. A three-band tight-binding fit with nearly the same gap gives about $0.45\,m$ for electrons and $0.65\,m$ for holes.

The derivation can be checked without the expansion. Diagonalizing \eqref{eq:H} numerically at and near $k=0$ gives the curvature $d^2E_+/dk^2=14.863$ eV\,\AA$^2$. The definition of the mass gives $m^*/m=(\hbar^2/m)/(d^2E_+/dk^2)=7.6200/14.863=0.513$, in agreement. These values are listed in the numerical output.

\section*{Part (d)}

\textbf{Question.} Find the group velocity in the conduction band and its limit $v$ for large $k$ in the model. Relate $m^*v^2$ to the gap. Can a carrier in the monolayer be expected to reach $v$?

\textbf{Answer.} The group velocity is $v_g=\hbar^{-1}dE_+/dk$. Differentiating $E_+^2=\Delta^2/4+a^2t^2k^2$ gives $2E_+\,dE_+/dk=2a^2t^2k$, so
\begin{equation}
v_g=\frac{a^2t^2k}{\hbar E_+}.
\end{equation}
For small $k$, $E_+\to\Delta/2$ and $v_g\to2a^2t^2k/(\hbar\Delta)=\hbar k/m^*$, as for a particle of mass $m^*$. For $atk\gg\Delta/2$, $E_+\to atk$ and
\begin{equation}
v_g\to v=\frac{at}{\hbar}.
\end{equation}
Combining this with \eqref{eq:mass},
\begin{equation}
m^*v^2=\frac{\hbar^2\Delta}{2a^2t^2}\,\frac{a^2t^2}{\hbar^2}=\frac{\Delta}{2}.
\end{equation}
With this relation the conduction band becomes $E_+=\sqrt{(m^*v^2)^2+(v\hbar k)^2}$. This is the energy of a relativistic particle with $v$ in place of the speed of light, and half the gap plays the part of the rest energy.

For the given parameters $v=5.34\times10^7$ cm/s and $m^*v^2=0.83$ eV. The limit requires $k$ well above $\Delta/(2at)=0.83/3.5123\approx0.24$ \AA$^{-1}$. At that value $ka\approx0.75$, which is no longer small, while \eqref{eq:H} keeps only the first order in $\mathbf k$. The model thus loses its justification before the limit is reached. The speed $v$ is a measure of the interband coupling, and the model gives no ground for expecting carriers to attain it.

\section*{Part (e)}

\textbf{Question.} Let $K=E_+-\Delta/2$ be the kinetic energy in the model and $\varepsilon=\hbar^2k^2/(2m^*)$ its parabolic approximation. Find the relative error of $\varepsilon$ in terms of $K$, and evaluate it at $k=0.05$ and $0.10$ \AA$^{-1}$.

\textbf{Answer.} From \eqref{eq:bands}, $E_+^2-\Delta^2/4=a^2t^2k^2$. The left side factorizes:
\begin{equation}
\left(E_+-\frac{\Delta}{2}\right)\left(E_++\frac{\Delta}{2}\right)=K(K+\Delta)=a^2t^2k^2 .
\end{equation}
By \eqref{eq:mass}, $\varepsilon=a^2t^2k^2/\Delta$. Division by $\Delta$ therefore gives
\begin{equation}
\varepsilon=K+\frac{K^2}{\Delta},\qquad \frac{\varepsilon-K}{K}=\frac{K}{\Delta}.
\end{equation}
No expansion was made, so this holds at every $k$ within the model. The parabola lies above the band, and its error relative to $K$ is the kinetic energy in units of the gap.

At $k=0.05$ \AA$^{-1}$ the kinetic energy is $K=18.38$ meV and the parabola gives $18.58$ meV. The excess is $1.1\%$, equal to $18.38/1660$. At $k=0.10$ \AA$^{-1}$ the values are $71.26$ and $74.31$ meV, and the excess is $4.3\%$. An error below $5\%$ requires $K<0.05\,\Delta=83$ meV. These figures compare the parabola with the two-band model; they do not include the error of the model itself, which can be larger. On the honeycomb lattice of part (f), with the hopping scaled to give the same coupling $at$, the $k^3$ term makes the excess at $k=0.10$ \AA$^{-1}$ range from about $-4\%$ to $+15\%$ with direction, so neither its sign nor the $83$ meV bound carries over to a lattice band.

\section*{Part (f)}

\textbf{Question.} Suppose instead that $t=1.10$ eV is the nearest-neighbour hopping on a honeycomb lattice whose two sublattices have site energies $\pm\Delta/2$. What is the band-edge mass now?

\textbf{Answer.} The three vectors from a site to its neighbours are
\begin{equation}
\boldsymbol\delta_1=\Bigl(0,\tfrac{a}{\sqrt3}\Bigr),\quad
\boldsymbol\delta_2=\Bigl(\tfrac a2,-\tfrac{a}{2\sqrt3}\Bigr),\quad
\boldsymbol\delta_3=\Bigl(-\tfrac a2,-\tfrac{a}{2\sqrt3}\Bigr).
\end{equation}
The off-diagonal element of the Hamiltonian is $f=t\sum_j e^{i\mathbf p\cdot\boldsymbol\delta_j}$, where $\mathbf p$ is the full wave vector, and the energies are $\pm\sqrt{\Delta^2/4+|f|^2}$. At the zone corner $\mathbf p=(4\pi/3a,0)$ the three phase factors are $1$, $\omega$ and $\omega^*$, with $\omega=e^{2\pi i/3}$. Since $\omega+\omega^*=-1$, they add to zero and $f=0$: this is the band edge. Now let $\mathbf p$ differ from the corner by a small $\mathbf k$. To first order each phase factor is multiplied by $1+i\mathbf k\cdot\boldsymbol\delta_j$, so
\begin{align}
f&\approx it\left[\frac{ak_y}{\sqrt3}-(\omega+\omega^*)\frac{ak_y}{2\sqrt3}+(\omega-\omega^*)\frac{ak_x}{2}\right]\nonumber\\
&=it\,\frac{\sqrt3}{2}\,a\,(k_y+ik_x),
\end{align}
where $\omega-\omega^*=i\sqrt3$ and $1/\sqrt3+1/(2\sqrt3)=\sqrt3/2$ were used. Hence $|f|^2\approx\frac34a^2t^2k^2$. Higher terms of $f$ change $|f|^2$ from order $k^3$ on and do not affect the mass.

The coupling $at$ is thus replaced by $(\sqrt3/2)at$, and \eqref{eq:mass} becomes
\begin{equation}
m^*_{\rm honeycomb}=\frac{\hbar^2\Delta}{2\cdot\frac34a^2t^2}=\frac43\,\frac{\hbar^2\Delta}{2a^2t^2}.
\end{equation}
This gives $0.68\,m$. Numerical diagonalization of the lattice Hamiltonian confirms the ratio $4/3$. The value $0.51\,m$ therefore presupposes the meaning of $t$ fixed by \eqref{eq:H}; a hopping parameter can be put into \eqref{eq:mass} only after its definition has been checked.

\section*{Numbers as computed}
\begin{verbatim}
gap = 1.66 eV
effective hopping t = 1.10 eV
lattice constant a = 3.193 angstrom
a t = 3.5123 eV angstrom
a^2 t^2 = 12.336 eV^2 angstrom^2
hbar^2/m = 7.6200 eV angstrom^2
band-edge curvature, numerical = 14.863 eV angstrom^2
mass from formula = 0.5127 electron masses
mass from diagonalization = 0.5127 electron masses
mass from formula = 4.670e-28 g
limiting speed v = 5.336e+07 cm/s
m* v^2, numerical = 0.8300 eV
half gap = 0.8300 eV
k = 0.05 1/angstrom: true kinetic energy = 18.38 meV
k = 0.05 1/angstrom: parabolic energy = 18.58 meV
k = 0.05 1/angstrom: excess of parabola over true = 1.11 percent
k = 0.10 1/angstrom: true kinetic energy = 71.26 meV
k = 0.10 1/angstrom: parabolic energy = 74.31 meV
k = 0.10 1/angstrom: excess of parabola over true = 4.29 percent
mass if t is honeycomb hopping = 0.6836 electron masses
ratio of honeycomb to Dirac mass = 1.3333
\end{verbatim}
